# Logarithmic thermal displacement and lost positional order in two-dimensional crystals

## Result and assumptions

Consider a flat harmonic crystal with one atom of mass \(M\) per cell, lattice spacing \(a\) and linear size \(L\). Its in-plane thermal displacement obeys, for fixed temperature \(T>0\) and \(L\to\infty\),

\[
\langle u^2\rangle=\frac{\tau S}{2\pi}\ln\frac{L}{a}+\text{constant}+o(1),\qquad
S=\frac1\mu+\frac1{\lambda+2\mu}. \tag{1}
\]

Here \(\tau=k_BT\) is an energy, and \(\lambda,\mu\) are the two-dimensional Lamé constants. The algebra uses atomic units, \(\hbar=1\). Because (1) has no upper limit, the thermal average of \(e^{i\mathbf G\cdot\mathbf u}\) vanishes as \(L\to\infty\) for every reciprocal vector \(\mathbf G\neq0\). Long-range positional order is then lost, though only as a power of the size.

The assumptions are these. The lattice is triangular with sixfold symmetry, which makes its long-wave elasticity isotropic. The forces have short range, the reference state is free of stress, and every displacement allowed by the periodic edges costs energy, except a rigid translation; in particular \(\mu>0\) and \(\lambda+2\mu>0\). The sample has \(N=n^2\) cells, periodic edges and \(L=na\). Its rigid translation is removed, since a free translation would give an infinite displacement that says nothing about order.

## Independent oscillators

Let \(K(\mathbf q)\) be the Fourier transform of the force-constant matrix. With inversion symmetry it is real, symmetric and even in \(\mathbf q\). Let its eigenvalues be \(\kappa_s=M\omega_s^2\), with real unit eigenvectors \(\mathbf e_s\), \(s=1,2\). Write

\[
\mathbf u(\mathbf R)=\frac1{\sqrt N}\sum_{\mathbf q\neq0,s}Q_{\mathbf qs}\,\mathbf e_s(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R},\qquad Q_{-\mathbf q s}=Q_{\mathbf qs}^*. \tag{2}
\]

The potential energy is \(\tfrac12\sum\kappa_s|Q_{\mathbf qs}|^2\), and the kinetic energy has the same form. For a pair \(\pm\mathbf q\), put \(Q=(X+iY)/\sqrt2\). The pair's potential energy is \(\kappa|Q|^2=\tfrac12\kappa(X^2+Y^2)\), so \(X\) and \(Y\) are two independent oscillators of mass \(M\), and \(\langle|Q|^2\rangle=\langle X^2\rangle\).

We need the thermal distribution of one such coordinate. Write \(x=\ell(b+b^\dagger)\) with \(\ell^2=1/(2M\omega)\), \(z=e^{-\omega/\tau}\), and \(F(g)=\langle e^{igx}\rangle\). The thermal density matrix \(\rho\propto z^{b^\dagger b}\) satisfies \(b\rho=z\rho b\). Cyclic invariance of the trace therefore gives \(\langle e^{igx}b\rangle=z\langle b\,e^{igx}\rangle\). Since \([b,e^{igx}]=ig\ell e^{igx}\),

\[
(1-z)\langle b\,e^{igx}\rangle=ig\ell F .
\]

In the same way \(b^\dagger\rho=z^{-1}\rho b^\dagger\) and \([b^\dagger,e^{igx}]=-ig\ell e^{igx}\) give \(\langle b^\dagger e^{igx}\rangle=ig\ell F\,z/(1-z)\). Adding the two,

\[
\frac{dF}{dg}=i\ell\langle(b+b^\dagger)e^{igx}\rangle
=-g\ell^2\,\frac{1+z}{1-z}\,F .
\]

The fraction equals \(\coth(\omega/2\tau)\), and \(F(0)=1\). Hence

\[
\langle e^{igx}\rangle=e^{-g^2\langle x^2\rangle/2},\qquad
\langle x^2\rangle=\frac{1}{2M\omega}\coth\frac{\omega}{2\tau}. \tag{3}
\]

The distribution is Gaussian at every temperature. Averaging \(|\mathbf u|^2\) over sites removes the cross terms in (2), so

\[
\langle u^2\rangle=\frac1N\sum_{\mathbf q\neq0,s}\frac{1}{2M\omega_s}\coth\frac{\omega_s}{2\tau}. \tag{4}
\]

## The classical part carries the divergence

Put \(x=\omega/2\tau\) for this paragraph. The leading term \(1/x\) of \(\coth x\) contributes \(\tau/(M\omega^2)=\tau/\kappa\), the classical equipartition value. The remainder satisfies

\[
0\le\coth x-\frac1x\le1. \tag{5}
\]

The lower bound is \(x\cosh x\ge\sinh x\), which holds because the difference vanishes at zero and has derivative \(x\sinh x\ge0\). The upper bound follows from \(\coth x-1=2/(e^{2x}-1)\le1/x\). The quantum remainder is thus positive and no larger than the zero-point displacement \(1/(2M\omega)\) of each mode.

For fixed \(\tau>0\) the remainder is also finite at long waves: \(\coth x-1/x\to x/3\), so each mode contributes \(1/(12M\tau)\) there. Its average over wavevectors tends to a finite integral, and

\[
\langle u^2\rangle=\frac{\tau}{N}\sum_{\mathbf q\neq0}\operatorname{tr}K^{-1}(\mathbf q)+\text{constant}+o(1). \tag{6}
\]

Quantum mechanics changes the constant in (1), not the coefficient of the logarithm.

At \(\tau=0\) the whole displacement is the zero-point sum. Sound modes have \(\omega\propto q\), and \(\int q\,dq/q\) converges at small \(q\). The displacement is then finite in an infinite sheet. This is why the result requires a nonzero temperature.

## Long waves and the sum over them

For a slowly varying displacement the energy per area is \(\tfrac12\lambda u_{kk}^2+\mu u_{ij}u_{ij}\), with \(u_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)\) and repeated indices summed. For a plane wave of amplitude \(\mathbf u\), the squared moduli are

\[
|u_{kk}|^2=|\mathbf q\cdot\mathbf u|^2,\qquad
u_{ij}^*u_{ij}=\tfrac12\left(q^2|\mathbf u|^2+|\mathbf q\cdot\mathbf u|^2\right).
\]

Comparison with \(\tfrac12\mathbf u^*K\mathbf u\) per cell of area \(A_c\) gives

\[
K(\mathbf q)=A_c\left[\mu q^2I+(\lambda+\mu)\mathbf q\mathbf q^{T}\right]+O(q^4). \tag{7}
\]

There is no cubic term because \(K\) is even. The leading eigenvalue is \(A_c\mu q^2\) for displacement across \(\mathbf q\), and \(A_c(\lambda+2\mu)q^2\) along it. Call the leading matrix \(K_0\). The identity \(K^{-1}=K_0^{-1}-K_0^{-1}(K-K_0)K^{-1}\) has a correction of order \(q^{-2}q^4q^{-2}=1\), so

\[
\operatorname{tr}K^{-1}(\mathbf q)=\frac{S}{A_cq^2}+O(1). \tag{8}
\]

The bounded term again averages to a constant. With \(A=NA_c\), what remains is \((S/A)\sum_{\mathbf q\neq0}q^{-2}\).

The allowed wavevectors form a lattice with one point per area \((2\pi)^2/A\). Surround each point by its own hexagonal cell and compare \(1/q^2\) at the centre with its mean over the cell. The linear term of the Taylor expansion cancels by symmetry. The next is of order \(1/(L^2q^4)\). Since \(q\) is a lattice vector \(\mathbf m\) times a length of order \(1/L\), the total error is of order \(L^{-2}\cdot L^{-2}\cdot L^4\sum_{\mathbf m\ne0}|\mathbf m|^{-4}\), a convergent sum independent of \(L\). Therefore

\[
\frac1A\sum_{\mathbf q\neq0}\frac1{q^2}
=\int\frac{d^2q}{(2\pi)^2}\frac1{q^2}+\text{constant}
=\frac1{2\pi}\ln\frac La+\text{constant}. \tag{9}
\]

The integral excludes the central cell, whose radius scales as \(1/L\), and ends at the zone boundary, which scales as \(1/a\). The radial integral \(\int dq/q\) supplies the logarithm. Equations (6), (8) and (9) prove (1).

At long wavelengths, each factor of two in wavelength contributes equally to \(\langle u^2\rangle\): longer waves are fewer, but softer in the same proportion. In \(d\) dimensions the integral is \(\int q^{d-3}dq\). It converges at small \(q\) for \(d=3\) and grows linearly with \(L\) for \(d=1\).

## What happens to positional order

By sixfold symmetry \(\langle u_iu_j\rangle=\tfrac12\delta_{ij}\langle u^2\rangle\). Since \(\mathbf G\cdot\mathbf u\) is a sum of independent Gaussian coordinates, (3) gives

\[
\langle e^{i\mathbf G\cdot\mathbf u}\rangle
=e^{-G^2\langle u^2\rangle/4}\propto L^{-\eta/2},\qquad
\eta=\frac{\tau G^2S}{4\pi}. \tag{10}
\]

A perfect lattice would give 1. The value tends to zero for every \(\tau>0\).

The correlation between two atoms shows how the order is lost. For \(\Delta\mathbf u=\mathbf u(\mathbf R)-\mathbf u(0)\), equation (2) supplies the factor \(|e^{i\mathbf q\cdot\mathbf R}-1|^2=2(1-\cos\mathbf q\cdot\mathbf R)\). Let \(L\to\infty\) first. The long-wave classical part is

\[
\langle(\mathbf G\cdot\Delta\mathbf u)^2\rangle\simeq
2\tau\!\int\!\frac{d^2q}{(2\pi)^2}\,
\frac{1-\cos\mathbf q\cdot\mathbf R}{q^2}
\left[\frac{(\mathbf G\cdot\hat{\mathbf q})^2}{\lambda+2\mu}
+\frac{G^2-(\mathbf G\cdot\hat{\mathbf q})^2}{\mu}\right]. \tag{11}
\]

At an angle \(\theta\) between \(\mathbf q\) and \(\mathbf R\), with upper limit \(\Lambda\sim1/a\), the radial integral is

\[
\int_0^\Lambda\frac{dq}{q}\left[1-\cos(qR\cos\theta)\right]
=\int_0^{X}\frac{1-\cos t}{t}\,dt,\qquad X=\Lambda R|\cos\theta| .
\]

The part below \(t=1\) is a number. Above it, \(\int dt/t\) gives \(\ln X\), while \(\int\cos t\,dt/t\) converges. Each direction therefore gives \(\ln(R/a)\) plus a constant that depends on \(\theta\) through the integrable function \(\ln|\cos\theta|\). The bracket in (11) has angular mean \(G^2S/2\), so

\[
\langle(\mathbf G\cdot\Delta\mathbf u)^2\rangle
=\frac{\tau G^2S}{2\pi}\ln\frac Ra+\text{constant}
=2\eta\ln\frac Ra+\text{constant}. \tag{12}
\]

The short-wave and quantum parts tend to constants at large \(R\), because their cosine terms average out. By (3) the correlation is

\[
\langle e^{i\mathbf G\cdot\Delta\mathbf u}\rangle\propto R^{-\eta}. \tag{13}
\]

It falls to zero, but without any decay length. This is quasi-long-range order.

Local structure survives. For neighbours, \(1-\cos\mathbf q\cdot\mathbf b\le\tfrac12(qa)^2\) cancels the \(1/q^2\), so their relative displacement has a finite variance as \(L\to\infty\). Bond lengths keep finite fluctuations, and so do bond directions measured from the crystal axes. The logarithm describes large regions drifting almost rigidly, not neighbours coming apart.

## Triangular lattice of springs

For a definite case, join nearest neighbours by springs of stiffness \(k\). A bond along the unit vector \(\mathbf n\) stores \(\tfrac12k[\mathbf n\cdot(\mathbf u'-\mathbf u)]^2\), hence

\[
K(\mathbf q)=2k\sum_{\mathbf n}(1-\cos a\mathbf q\cdot\mathbf n)\,\mathbf n\mathbf n^T
\simeq ka^2\sum_{\mathbf n}(\mathbf q\cdot\mathbf n)^2\mathbf n\mathbf n^T, \tag{14}
\]

with \(\mathbf n\) at \(0^\circ,60^\circ,120^\circ\). For these directions \(\sum n_x^4=\tfrac98\), \(\sum n_x^2n_y^2=\tfrac38\), \(\sum n_y^4=\tfrac98\), and odd products vanish. Thus \(K\simeq\tfrac38ka^2(q^2I+2\mathbf q\mathbf q^T)\). Dividing by \(A_c=\sqrt3a^2/2\) and comparing with (7),

\[
\mu=\lambda=\frac{\sqrt3}{4}k,\qquad S=\frac{4}{3\mu}. \tag{15}
\]

The classical bond variance follows from equipartition. There are \(3N\) bonds and \(2N-2\) vibrational coordinates, each with mean potential energy \(\tau/2\). Hence \(\tfrac12k(3N)\langle\delta^2\rangle=\tfrac12\tau(2N-2)\), and for large \(N\)

\[
\langle\delta^2\rangle=\frac{2\tau}{3k}. \tag{16}
\]

A clamped edge gives the same coefficient numerically in this model. For the central atom of a clamped hexagon, doubling the centre-to-corner distance from 30 to 60 spacings gives a classical slope 0.99995 times the formula.

## A taut sheet in the regime of graphene

Take round parameters: \(a=0.25\) nm, \(k=2000\) eV/nm², cell mass 24 u and \(T=300\) K, so \(\tau=0.02585\) eV. One point mass replaces the two atoms of a graphene cell. From (15), \(\mu=866\) eV/nm² and \(\lambda+2\mu=2598\) eV/nm². Then

\[
S=\frac1{866}+\frac1{2598}=0.00154\ \text{nm}^2/\text{eV},\qquad
\frac{\tau S}{2\pi}=\frac{0.02585\times0.00154}{2\pi}
=6.34\times10^{-6}\ \text{nm}^2 .
\]

The full quantum sum (4) gives \(\langle u^2\rangle=3.44\), \(4.90\) and \(5.78\times10^{-5}\) nm² at \(L=10\), 100 and 400 nm. Between the last two the law predicts a rise of \(6.34\times10^{-6}\ln4=8.8\times10^{-6}\) nm², as found. At 100 nm the rms displacement is 0.0070 nm (0.070 Å).

The law needs \(L\) well above the thermal length \(c_T/\tau\), where \(c_T=\sqrt{A_c\mu/M}\) is the transverse sound speed. Modes with \(q\) well above \(\tau/c_T\) have \(\omega>\tau\) and are mainly in their ground state. This length is 0.35 nm at 300 K and ten times larger at 30 K. The sums at 30 K, again between 100 and 400 nm, give a slope of \(6.34\times10^{-7}\) nm², one tenth of the room-temperature value. At zero temperature the infinite sheet keeps \(2.29\times10^{-5}\) nm².

Extending the law to \(L=300\) mm, or \(3\times10^8\) nm, gives

\[
\langle u^2\rangle=5.775\times10^{-5}+6.335\times10^{-6}\ln\frac{3\times10^8}{400}
=1.43\times10^{-4}\ \text{nm}^2,
\]

an rms displacement of 0.0120 nm (0.120 Å), still under 5% of the spacing. With the shortest reciprocal vector, \(G=4\pi/(\sqrt3a)=29.0\) nm⁻¹, equation (10) gives \(\eta=0.0027\). The order parameter is 0.990 at 100 nm and 0.970 at 300 mm. It would fall to \(1/e\) near \(L=10^{324}\) nm. Even an rms displacement of \(0.1a\) needs about \(3\times10^{41}\) nm. In this model the loss of order is a property of the infinite limit, not a failure mechanism of a finite device.

The neighbour fluctuations do not share the growth. The quantum rms bond stretch is 0.0042 nm and the rms bond rotation is 1.06°, the same at 100 and 400 nm to the digits given. Equation (16) gives the smaller classical stretch \(\sqrt{2(0.02585)/6000}=0.0029\) nm; the positive remainder in (5) accounts for the difference between the two variances.

## Comparison with a real sheet

Rough graphene constants, \(\mu=900\) and \(\lambda+2\mu=2100\) eV/nm², raise the slope by 3%. This figure depends on the constants chosen: a Young modulus of 340 N/m with Poisson ratio 0.165 gives \(\mu=911\) and \(\lambda+2\mu=2182\) eV/nm², and a rise of only 1%. The omitted opposite motion of the two atoms in a cell adds about \(9\times10^{-6}\) nm² per atom, for a rough optical phonon energy of 0.2 eV. That is 18% of the model's value at 100 nm, but it does not grow with \(L\). Operation at 400 K raises \(\langle u^2\rangle\) at 100 nm from \(4.90\) to \(6.04\times10^{-5}\) nm², with all other settings fixed.

A suspended sheet also moves out of plane, so the example assumes 0.5% biaxial strain. This is the mean stretch of the sheet itself, ripples included; the strain of its frame, measured from the flat rest lattice, is smaller. With \(\lambda=\mu\) the tension is \(\sigma=2(\lambda+\mu)(0.005)=17.3\) eV/nm². Stretched Morse bonds with range parameter 16 nm⁻¹, including the sideways stiffness due to tension, raise the slope by 5%.

The out-of-plane height \(h\) has energy density \(\tfrac12B(\nabla^2h)^2+\tfrac12\sigma_{ij}\partial_ih\,\partial_jh\), with bending rigidity \(B\). Each Gaussian mode contributes half the logarithm of its stiffness, so the classical free energy per area is

\[
f=\frac\tau2\int\frac{d^2k}{(2\pi)^2}\ln(Bk^4+\sigma_{ij}k_ik_j)+\text{constant}. \tag{17}
\]

A small added strain \(\epsilon_{ij}\) changes \(\sigma_{ij}\) by \(\lambda\epsilon_{kk}\delta_{ij}+2\mu\epsilon_{ij}\). For shear \(\epsilon_{xy}=\epsilon_{yx}=\epsilon\), the argument of the logarithm changes by \(4\mu\epsilon k_xk_y\), while the elastic energy is \(2\mu\epsilon^2\). Equating second derivatives,

\[
4\,\delta\mu=-\frac\tau2\int\frac{d^2k}{(2\pi)^2}
\frac{16\mu^2k_x^2k_y^2}{(Bk^4+\sigma k^2)^2}.
\]

The angular mean of \(k_x^2k_y^2\) is \(k^4/8\), and \(\int_0^\infty k\,dk/(Bk^2+\sigma)^2=1/(2B\sigma)\). Thus

\[
\frac{\delta\mu}{\mu}=-\frac{\mu\tau}{16\pi B\sigma}. \tag{18}
\]

For strain along \(x\) with \(\lambda=\mu\), the change is \(\mu\epsilon k^2(1+2\cos^2\phi)\), where \(\phi\) is the angle of \(\mathbf k\) from \(x\). Its squared angular factor has mean \(9/2\), so \(\delta(\lambda+2\mu)=-9\mu^2\tau/(16\pi B\sigma)\), three times the fraction in (18). For \(B=1\) eV these first-order reductions are 2.6% and 7.7%, which raise the slope by 4%. They leave out the change in the ripples caused by the added strain, which acts back on the tension. A mean-field estimate of this feedback lowers the second reduction to about 7% and leaves the rise in slope near 4%. Two other omissions are of the same size. Ending the integral at a circle with the area of the Brillouin zone, instead of at infinity, lowers the first-order values to 2.4% and 7.2%. The stiffening of the ripples by fluctuating in-plane stress lowers them by about a further 7% of their size. The rise in slope is therefore known only as 3 to 4%.

These two first-order estimates vary as \(1/\sigma\). At one fifth of this tension they become 13% and 39%, too large for a first-order formula to be accurate. The assumed tension is 2.8 N/m and one fifth of it is 0.55 N/m. Suspended graphene as made usually carries a built-in tension below about 1 N/m, so the small corrections above hold only for a deliberately stretched sheet. As \(\sigma\to0\) the estimate diverges, so (1) cannot be trusted for a slack, rippling membrane. A support that adds an in-plane restoring stiffness \(\gamma\) per area breaks a different assumption: it replaces \(\mu q^2\) by \(\mu q^2+\gamma\), and the transverse contribution levels off gradually around \(L=2\pi\sqrt{\mu/\gamma}\): its slope is a third of the free value at that size and a tenth at twice that size. The numerical output below lists the main parameters and results; it does not include the mean-field feedback estimate, the cutoff and stiffening corrections, the second set of graphene constants, the supported sheet or the values at one fifth of the tension.

## Computed values

```
lattice spacing a: 0.25 nm
spring stiffness: 2000 eV/nm^2
cell mass: 24 u
temperature: 300 K
tau = k_B T: 0.02585 eV
mu = lambda: 866 eV/nm^2
lambda + 2 mu: 2598 eV/nm^2
S: 0.00154 nm^2/eV
slope of <u^2> per unit ln L: 6.335e-06 nm^2
slope from quantum sums, 300 K: 6.335e-06 nm^2
slope from quantum sums, 30 K: 6.339e-07 nm^2
clamped hexagon slope / formula: 0.99995
lambda = 6 mu lattice slope / formula: 0.999991
thermal length hbar c_T/tau: 0.3495 nm
zero-point <u^2>, infinite sheet: 2.291e-05 nm^2
classical <u^2>, L = 100 nm: 3.975e-05 nm^2
quantum <u^2>, L = 10 nm: 3.438e-05 nm^2
quantum <u^2>, L = 100 nm: 4.897e-05 nm^2
quantum <u^2>, L = 400 nm: 5.775e-05 nm^2
rms u, L = 100 nm: 0.006998 nm
same rms u: 0.06998 angstrom
constant b in slope*(ln(L/a)+b): 1.739
law <u^2>, L = 1 mm: 0.0001073 nm^2
law <u^2>, L = 300 mm: 0.0001434 nm^2
law rms u, L = 300 mm: 0.01198 nm
same rms u: 0.1198 angstrom
reciprocal vector G: 29.02 1/nm
exponent eta, formula: 0.002668
exponent eta, correlation sum: 0.002666
order parameter, L = 100 nm: 0.9897
order parameter, L = 300 mm: 0.9702
log10(L/nm) for rms u = 0.1 a: 41.49
log10(L/nm) for order parameter 1/e: 324.3
classical rms bond stretch: 0.002936 nm
quantum rms bond stretch, 100 nm: 0.00416 nm
quantum rms bond stretch, 400 nm: 0.00416 nm
rms bond rotation, 100 nm: 1.064 degree
rms bond rotation, 400 nm: 1.064 degree
rough graphene mu: 900 eV/nm^2
rough graphene lambda + 2 mu: 2100 eV/nm^2
slope change, rough constants: 3.1 %
rough optical phonon energy: 0.2 eV
optical part of <u^2> per atom: 8.72e-06 nm^2
biaxial strain: 0.5 %
Morse range parameter: 16 1/nm
slope change, strained Morse bonds: 4.97 %
bending rigidity: 1 eV
tension: 17.32 eV/nm^2
flexural softening of mu: 2.57 %
flexural softening of lambda + 2 mu: 7.71 %
slope change, flexural softening: 4.07 %
quantum <u^2>, L = 100 nm, 400 K: 6.044e-05 nm^2
```
